# Two derivations of the tracer correlation factor on a square lattice: verification in Python

```python
"""Tracer correlation factor for vacancy diffusion on a square lattice.

Result under test: f = 1/(pi - 1), D = f a^2 c_v w, when every
nearest-neighbour vacancy exchange has the same rate w.
  C     mean cosine between successive tracer jumps, f = (1 + C)/(1 - C)
  rho   tracer exchange rate divided by host exchange rate
  f(rho) = 1/(1 + rho (pi - 2)) for a tracer with a different rate
  c_v   vacancy fraction, a  nearest-neighbour distance
Positions of the vacancy are taken relative to the tracer at the origin.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad
from scipy import constants as const

pi = np.pi


def site(x, y, size):
    """Index of a vacancy position on the torus, origin left out."""
    return (x % size) * size + (y % size) - 1


def host_adjacency(size):
    """Nearest-neighbour links between all torus sites except the origin."""
    grid = np.arange(size * size).reshape(size, size)
    rows = np.tile(grid.ravel(), 4)
    cols = np.concatenate([np.roll(grid, shift, axis).ravel()
                           for axis in (0, 1) for shift in (1, -1)])
    links = sp.csr_matrix((np.ones(rows.size), (rows, cols)),
                          shape=(size**2, size**2))
    return links[1:, 1:]


def return_probabilities(size):
    """Back, front, side: where the vacancy stands at its next exchange."""
    links = host_adjacency(size)
    matrix = (4 * sp.identity(links.shape[0]) - links).tocsc()
    source = np.zeros(links.shape[0])
    source[site(-1, 0, size)] = 1.0
    prob = spsolve(matrix, source)
    return (prob[site(-1, 0, size)], prob[site(1, 0, size)],
            prob[site(0, 1, size)], prob[site(0, -1, size)])


def decay_matrix(size, rho, wave=0.0):
    """Minus the joint rate matrix; tracer x-jumps carry a phase."""
    links = host_adjacency(size)
    degree = np.asarray(links.sum(axis=1)).ravel()
    matrix = (sp.diags(degree) - links).astype(complex).tolil()
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        start, end = site(dx, dy, size), site(-dx, -dy, size)
        matrix[start, start] += rho
        matrix[end, start] -= rho * np.exp(1j * wave * dx)
    return matrix


def torus_factor(size, rho=1.0):
    """Correlation factor from second order in the wave number."""
    matrix = decay_matrix(size, rho).tocsc().real
    drift = np.zeros(matrix.shape[0])
    drift[site(-1, 0, size)], drift[site(1, 0, size)] = rho, -rho
    keep = np.delete(np.arange(matrix.shape[0]), site(0, 1, size))
    response = spsolve(matrix[keep][:, keep].tocsc(), drift[keep])
    return (rho - drift[keep] @ response) / rho


# Derived values
C_exact = 2 / pi - 1
f_exact = 1 / (pi - 1)

# Arrival integral, and return probabilities by linear equations
def arrival(k):
    return 2 - np.cos(k) - np.sqrt((2 - np.cos(k))**2 - 1)


P0 = quad(arrival, 0, pi)[0] / pi
assert abs(P0 + C_exact) < 1e-8
size_big = 101
back, front, side_a, side_b = return_probabilities(size_big)
tol = 1.5 / size_big**2          # finite torus shifts these by order 1/N
assert abs(back - 0.5) < tol
assert abs(front - (2 / pi - 0.5)) < tol
assert abs(side_a - (0.5 - 1 / pi)) < tol and abs(side_a - side_b) < 1e-9
assert abs(back + front + side_a + side_b - 1) < 1e-8
assert abs(front - back + P0) < tol

# Potential kernel used for the separate return probabilities
def kernel(x, y):
    """Sum over y wave numbers done as a residue, x ones by quadrature."""
    def integrand(k):
        c = 2 - np.cos(k)
        root = np.sqrt(c * c - 1)
        return 2 * (1 - np.cos(k * x) * (c - root)**abs(y)) / root
    return quad(integrand, 1e-9, pi, limit=200)[0] / pi


A10, A11, A20 = kernel(1, 0), kernel(1, 1), kernel(2, 0)
assert abs(A10 - 1) < 1e-6
assert abs(A11 - 4 / pi) < 1e-6 and abs(A20 - (4 - 8 / pi)) < 1e-6

# Diffusivity from the eigenvalue of the joint vacancy-tracer motion
small, wave = 11, 0.02
lowest = np.linalg.eigvalsh(decay_matrix(small, 1.0, wave).toarray())[0]
f_eigen = lowest / wave**2 * (small**2 - 1)
f_small = torus_factor(small)
assert abs(f_eigen / f_small - 1) < 3e-3   # fourth order in wave number

# The cosine formula must agree with the diffusivity on the same torus
f_big = torus_factor(size_big)
C_big = front - back
assert abs(f_big - (1 + C_big) / (1 - C_big)) < 1e-7


def extrapolated(rho):
    n1, n2 = 41**2, 81**2
    return (n2 * torus_factor(81, rho) - n1 * torus_factor(41, rho)) / (n2 - n1)


f_limit = extrapolated(1.0)
assert abs(f_limit - f_exact) < 2e-6
rho_tests = (0.3, 3.0)
f_rho_numeric = [extrapolated(r) for r in rho_tests]
f_rho_formula = [1 / (1 + r * (pi - 2)) for r in rho_tests]
assert np.allclose(f_rho_numeric, f_rho_formula, atol=1e-5)

# Effect of one vacancy per N sites: C shifts by 1/N
shift_times_N = (C_big - C_exact) * size_big**2
assert abs(shift_times_N - 1) < 0.02
slope = 2 / (1 - C_exact)**2               # df/dC
assert abs((f_big - f_exact) * size_big**2 / slope - 1) < 0.02

# Vacancy sinks along lines x = -W and x = W
def strip_arrival(width, half_length):
    """First arrival opposite the start, before loss at the sink."""
    nx, ny = width - 1, 2 * half_length + 1
    def path(n):
        return sp.diags([np.ones(n - 1), np.ones(n - 1)], [-1, 1])
    links = (sp.kron(path(nx), sp.identity(ny))
             + sp.kron(sp.identity(nx), path(ny)))
    source = np.zeros(nx * ny)
    source[half_length] = 1.0
    return spsolve((4 * sp.identity(nx * ny) - links).tocsc(),
                   source)[half_length]


W_test = 20
sink_shift = P0 - strip_arrival(W_test, 150)
sink_formula = pi / (12 * W_test**2)
assert abs(sink_shift / sink_formula - 1) < 0.03   # next order in 1/W

# One vacancy on a wide plane: exchanges grow as ln(hops)/pi
prob = np.zeros((201, 201))
prob[-1, 0] = 1.0
count, history = 0.0, {}
neighbours = ((1, 0), (-1, 0), (0, 1), (0, -1))
for hop in range(1, 1601):
    new = 0.25 * (np.roll(prob, 1, 0) + np.roll(prob, -1, 0)
                  + np.roll(prob, 1, 1) + np.roll(prob, -1, 1))
    new[0, 0] = 0.0
    for dx, dy in neighbours:
        new[-dx, -dy] += 0.25 * prob[dx, dy]
        count += 0.25 * prob[dx, dy]
    prob = new
    history[hop] = count
growth = history[1600] - history[400]
growth_formula = np.log(4) / pi
assert abs(growth / growth_formula - 1) < 0.03     # finite number of hops

# Worked example: top layer of Cu(001), rough typical parameters
T, a_nm, E_form, E_mig, nu = 350.0, 0.256, 0.50, 0.40, 1.0e13
kT = const.k * T / const.e
c_v = np.exp(-E_form / kT)
w = nu * np.exp(-E_mig / kT)
D_random = a_nm**2 * c_v * w
D = f_exact * D_random
time = 600.0
rms = np.sqrt(4 * D * time)
W = 100
tunnel = (const.h * nu / (const.k * T))**2 / 24
dE_foreign, dE_error, dE_diagonal = 0.02, 0.05, 0.20

print("RETURN PROBABILITIES AND CORRELATION (dimensionless)")
print(f"arrival probability P0, integral      {P0:.6f}")
print(f"1 - 2/pi                              {1 - 2 / pi:.6f}")
print(f"kernel A(1,0), A(1,1), A(2,0)         {A10:.5f} {A11:.5f} {A20:.5f}")
print(f"back, front, each side, formula       {0.5:.5f} "
      f"{2 / pi - 0.5:.5f} {0.5 - 1 / pi:.5f}")
print(f"back, front, each side, 101x101 torus {back:.5f} {front:.5f} {side_a:.5f}")
print(f"mean cosine C = 2/pi - 1              {C_exact:.6f}")
print(f"f = 1/(pi-1)                          {f_exact:.6f}")
print(f"f from diffusivity, 101x101 torus     {f_big:.6f}")
print(f"f from diffusivity, extrapolated      {f_limit:.6f}")
print(f"f on 11x11 torus: eigenvalue, limit   {f_eigen:.5f} {f_small:.5f}")
for r, num, form in zip(rho_tests, f_rho_numeric, f_rho_formula):
    print(f"f at rho={r:.1f}: numeric, formula       {num:.5f} {form:.5f}")
print(f"N times shift of C on 101x101 torus   {shift_times_N:.4f}")
print(f"df/dC at the exact C                  {slope:.4f}")
print(f"sink shift of C, W=20: numeric, form. {sink_shift:.3e} {sink_formula:.3e}")
print(f"exchanges, hops 400-1600: num., form. {growth:.4f} {growth_formula:.4f}")
print("EXAMPLE: Cu(001) top layer, rough parameters")
print(f"temperature                           {T:.0f} K")
print(f"thermal energy kT                     {kT:.5f} eV")
print(f"neighbour distance a                  {a_nm:.3f} nm")
print(f"formation energy, migration barrier   {E_form:.2f} eV, {E_mig:.2f} eV")
print(f"attempt frequency                     {nu:.1e} 1/s")
print(f"vacancy fraction c_v                  {c_v:.3e}")
print(f"exchange rate w per neighbour         {w:.3e} 1/s")
print(f"tracer exchange rate 4 c_v w          {4 * c_v * w:.3f} 1/s")
print(f"D without correlation                 {D_random:.4f} nm^2/s")
print(f"D with correlation                    {D:.4f} nm^2/s")
print(f"D with correlation                    {D * 1e-14:.3e} cm^2/s")
print(f"rms displacement in {time:.0f} s             {rms:.2f} nm")
print("SIZE OF NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"other vacancies, c_v ln(1/c_v)        {c_v * np.log(1 / c_v):.1e}")
print(f"steps at {W} sites ({W * a_nm:.1f} nm), df/f      "
      f"{slope * pi / (12 * W**2) / f_exact:.1e}")
print(f"tunnelling, Wigner increase of w      {100 * tunnel:.1f} %")
print(f"formation entropy of 1 k: factor in D {np.e:.2f}")
print(f"energy error {dE_error:.2f} eV: factor in D     {np.exp(dE_error / kT):.2f}")
for sign, word in ((-1, "lower "), (1, "higher")):
    r = np.exp(-sign * dE_foreign / kT)
    f_r = 1 / (1 + r * (pi - 2))
    print(f"tracer barrier {dE_foreign:.2f} eV {word}: rho, f, D ratio "
          f"{r:.3f} {f_r:.3f} {r * f_r / f_exact:.3f}")
print(f"diagonal hops, barrier +{dE_diagonal:.2f} eV: share  "
      f"{np.exp(-dE_diagonal / kT):.1e}")
print(f"hops per attempt period, w/nu         {w / nu:.1e}")
print("tests ok")
```

Output:

```
RETURN PROBABILITIES AND CORRELATION (dimensionless)
arrival probability P0, integral      0.363380
1 - 2/pi                              0.363380
kernel A(1,0), A(1,1), A(2,0)         1.00000 1.27324 1.45352
back, front, each side, formula       0.50000 0.13662 0.18169
back, front, each side, 101x101 torus 0.49995 0.13667 0.18169
mean cosine C = 2/pi - 1              -0.363380
f = 1/(pi-1)                          0.466942
f from diffusivity, 101x101 torus     0.467048
f from diffusivity, extrapolated      0.466942
f on 11x11 torus: eigenvalue, limit   0.47599 0.47601
f at rho=0.3: numeric, formula       0.74489 0.74489
f at rho=3.0: numeric, formula       0.22600 0.22600
N times shift of C on 101x101 torus   1.0001
df/dC at the exact C                  1.0760
sink shift of C, W=20: numeric, form. 6.552e-04 6.545e-04
exchanges, hops 400-1600: num., form. 0.4382 0.4413
EXAMPLE: Cu(001) top layer, rough parameters
temperature                           350 K
thermal energy kT                     0.03016 eV
neighbour distance a                  0.256 nm
formation energy, migration barrier   0.50 eV, 0.40 eV
attempt frequency                     1.0e+13 1/s
vacancy fraction c_v                  6.314e-08
exchange rate w per neighbour         1.739e+07 1/s
tracer exchange rate 4 c_v w          4.392 1/s
D without correlation                 0.0720 nm^2/s
D with correlation                    0.0336 nm^2/s
D with correlation                    3.360e-16 cm^2/s
rms displacement in 600 s             8.98 nm
SIZE OF NEGLECTED EFFECTS IN THE EXAMPLE
other vacancies, c_v ln(1/c_v)        1.0e-06
steps at 100 sites (25.6 nm), df/f      6.0e-05
tunnelling, Wigner increase of w      7.8 %
formation entropy of 1 k: factor in D 2.72
energy error 0.05 eV: factor in D     5.25
tracer barrier 0.02 eV lower : rho, f, D ratio 1.941 0.311 1.293
tracer barrier 0.02 eV higher: rho, f, D ratio 0.515 0.630 0.695
diagonal hops, barrier +0.20 eV: share  1.3e-03
hops per attempt period, w/nu         1.7e-06
tests ok
```
